# Thomas-Fermi Accumulation Layer in SrTiO3 with Cubic Dielectric Response

## Two depths that disagree

Place three electrons per square nanometre at the face of a model SrTiO$_3$ crystal. In Thomas-Fermi theory at zero temperature, half of them lie within 1.0 nm of the face, yet their mean depth is 5.8 nm. An exponential profile would have a mean only $1/\ln2=1.44$ times its median; here the ratio is nearly six. Some of the electrons must therefore sit far deeper than the median.

The reason lies in the lattice. Cold SrTiO$_3$ is nearly ferroelectric: a weak field polarizes it strongly, but a large polarization stiffens it. The stiff response near the face squeezes most of the electrons into a thin core, whose density falls as $(z+d)^{-12/7}$. This slow law cannot continue to infinite depth, because the field dies away and the response becomes linear again. The density then passes over to an inverse sixth power.

## Model and conventions

The crystal fills $z>0$. Positive charge on the plane $z=0$ attracts $N$ electrons per unit area, and the whole system is neutral. There are no bulk carriers or bulk donors. All quantities depend on $z$ alone.

Lengths are in nm, energies in eV, and the elementary charge is set to one. The displacement $D$ is then a number of charges per nm$^2$, and a field $E$ in V/nm is also the force on an electron in eV/nm. The lattice obeys

$$E(D)=aD+bD^3,\qquad a=\frac{1}{\varepsilon_0\kappa},\qquad a,b>0. \tag{1}$$

Strictly, the lattice law relates $E$ to the polarization $P=D-\varepsilon_0E$. Replacing $P$ by $D$ is good when $\varepsilon_0E\ll D$; the error is given below.

The electrons form a degenerate gas in one parabolic, spin-degenerate band with density-of-states mass $m$. Let $U(z)$ be the electron's potential energy and $\mu$ the constant chemical potential. The local Fermi energy is $\epsilon(z)=\mu-U(z)$. Filling a sphere of radius $k_F$ in wave-vector space gives

$$n=2\,\frac{4\pi k_F^3/3}{(2\pi)^3}=\frac{k_F^3}{3\pi^2},\qquad \epsilon=\frac{\hbar^2k_F^2}{2m},$$

and, on eliminating $k_F$,

$$n=C\epsilon^{3/2},\qquad C=\frac{(2m)^{3/2}}{3\pi^2\hbar^3}. \tag{2}$$

The Thomas-Fermi approximation uses this uniform-gas relation at each depth.

The field points into the crystal, so $D$ and $E$ are positive. Electrons carry negative charge, so Gauss's law makes $D$ fall with depth. The field pulls electrons towards the face, so $U$ rises with depth and $\epsilon$ falls:

$$\frac{dD}{dz}=-n,\qquad \frac{d\epsilon}{dz}=-E(D). \tag{3}$$

Neutrality gives $D(0)=N$ and $D\to0$ at infinity. With no bulk carriers, $\epsilon\to0$ there as well.

## Field energy balances Fermi pressure

Multiply the first of equations (3) by $E$ and the second by $n$. Both right-hand sides become $-nE$, hence

$$E(D)\frac{dD}{dz}=C\epsilon^{3/2}\frac{d\epsilon}{dz}.$$

Each side is a total derivative. Integrating from infinity, where $D$ and $\epsilon$ vanish, leaves no constant:

$$W(D)\equiv\frac{aD^2}{2}+\frac{bD^4}{4}=\frac25C\epsilon^{5/2}. \tag{4}$$

The left side is the field energy per volume. The right side is the pressure of the degenerate gas, $\int_0^\epsilon n\,d\epsilon'=\tfrac25n\epsilon$. Equation (4) is thus a condition of mechanical balance, and it reduces the problem to a first-order equation.

## The cubic layer

Drop the linear term, $a=0$. Equation (4) gives $D^4=(8C/5b)\,\epsilon^{5/2}$, so

$$D=\left(\frac{8C}{5b}\right)^{1/4}\epsilon^{5/8}.$$

Insert this in $\epsilon'=-bD^3$:

$$\frac{d\epsilon}{dz}=-\beta\,\epsilon^{15/8},\qquad
\beta=b\left(\frac{8C}{5b}\right)^{3/4}=b^{1/4}\left(\frac{8C}{5}\right)^{3/4}.$$

To integrate, differentiate $\epsilon^{-7/8}$:

$$\frac{d}{dz}\epsilon^{-7/8}=-\frac78\,\epsilon^{-15/8}\frac{d\epsilon}{dz}=\frac{7\beta}{8}.$$

The right side is constant, so $\epsilon^{-7/8}$ is linear in $z$. Calling the integration constant $7\beta d/8$,

$$\epsilon=\left[\frac{7\beta}{8}(z+d)\right]^{-8/7}.$$

Now $n=C\epsilon^{3/2}$ raises the bracket to the power $-12/7$. Since $\beta^{-12/7}=b^{-3/7}(8C/5)^{-9/7}$ and $C\,C^{-9/7}=C^{-2/7}$,

$$\boxed{n(z)=K(z+d)^{-12/7}},\quad
K=\left(\frac87\right)^{12/7}\left(\frac58\right)^{9/7}C^{-2/7}b^{-3/7}. \tag{5}$$

The charge condition fixes $d$. By Gauss's law $D(z)$ equals the number of electrons per area beyond $z$:

$$D(z)=\int_z^\infty n\,dz'=\frac75K(z+d)^{-5/7}.$$

Setting $D(0)=N$ gives

$$d=\left(\frac{7K}{5N}\right)^{7/5},\qquad n(0)=\frac{5N}{7d}\propto N^{12/5}. \tag{6}$$

More charge makes the layer thinner, $d\propto N^{-7/5}$. The amplitude $K$ does not depend on $N$: the charge enters through the offset alone. Neither does $K$ contain $\kappa$, since the linear response was dropped.

## Charge converges, mean depth does not

The fraction of electrons beyond $z$ is $D(z)/N=(1+z/d)^{-5/7}$. It equals one half at

$$z_{1/2}=(2^{7/5}-1)\,d=1.64\,d.$$

For the mean depth up to a cutoff $Z$, write $n=-D'$ and integrate by parts:

$$\int_0^Z zn\,dz=-ZD(Z)+\int_0^ZD\,dz.$$

For large $Z$ the first term tends to $-Nd^{5/7}Z^{2/7}$. The second grows as $\tfrac72Nd^{5/7}Z^{2/7}$. Their sum, $\tfrac52Nd^{5/7}Z^{2/7}$, has no limit. The purely cubic layer has a finite charge and a sharp median, but no finite mean depth. Such a layer is not impossible, since its charge and energy per area are finite, but its mean depth is set by whatever ends the law (5).

## The linear layer

The opposite case is $b=0$. Equation (4) becomes $aD^2/2=\tfrac25C\epsilon^{5/2}$, so $D=(4C/5a)^{1/2}\epsilon^{5/4}$ and

$$\frac{d\epsilon}{dz}=-aD=-\left(\frac{4aC}{5}\right)^{1/2}\epsilon^{5/4}.$$

As before, find the power that is linear in $z$:

$$\frac{d}{dz}\epsilon^{-1/4}=\frac14\left(\frac{4aC}{5}\right)^{1/2}=\left(\frac{aC}{20}\right)^{1/2}.$$

Therefore $\epsilon=400/[a^2C^2(z+d_1)^4]$. Since $400^{3/2}=8000$,

$$n=\frac{8000}{a^3C^2(z+d_1)^6},\qquad
D=\frac{n(z+d_1)}{5}=\frac{1600}{a^3C^2(z+d_1)^5}. \tag{7}$$

The condition $D(0)=N$ gives $d_1=[1600/(a^3C^2N)]^{1/5}$. Here the mean depth is finite: $\frac1N\int_0^\infty D\,dz=d_1/4$.

## Both terms together

The two terms of (1) are equal at $D_*=\sqrt{a/b}$. Put $D=D_*y$. Because $bD_*^2=a$,

$$W=\frac{aD_*^2}{2}\left(y^2+\frac{y^4}{2}\right).$$

Equation (4) gives $\epsilon^{5/2}=5W/2C$, so $n=C(5W/2C)^{3/5}=C^{2/5}(5W/2)^{3/5}$. Thus

$$n=n_*\left(y^2+\frac{y^4}{2}\right)^{3/5},\qquad
n_*=C^{2/5}\left(\frac{5aD_*^2}{4}\right)^{3/5}. \tag{8}$$

Gauss's law reads $dz=-dD/n$. With $L=D_*/n_*$ and $y_0=N/D_*$,

$$\frac zL=I(y)-I(y_0),\qquad
I(y)=\int_y^\infty\left(t^2+\frac{t^4}{2}\right)^{-3/5}dt. \tag{9}$$

This solves the model for any $N$. If $y_0\ll1$, the whole layer is linear. If $y_0\gg1$, it has a cubic core and a linear tail, and the 12/7 power is visible for $d\ll z\ll L$.

**Leaving the cubic core.** For large $y$, expand the integrand as $2^{3/5}t^{-12/5}(1-6/5t^2)$ and integrate:

$$I(y)\simeq\frac57\,2^{3/5}y^{-7/5}\left(1-\frac{42}{85\,y^2}\right).$$

At fixed $I$, the correction lowers $y$ by the factor $1-\frac57\cdot\frac{42}{85y^2}=1-\frac{6}{17y^2}$. The density goes as $y^{12/5}(1+6/5y^2)$, so its relative change is

$$\frac{6}{5y^2}-\frac{12}{5}\cdot\frac{6}{17y^2}=+\frac{6}{17y^2}. \tag{10}$$

The sign is positive, and the change grows as $y$ falls with depth. Because $I$ was held fixed, the 12/7 law in this comparison has the offset $LI(y_0)$, which is smaller than $d$ by the small fraction $42/(85y_0^2)$. Relative to that law the density first falls slightly more slowly, and becomes steeper later.

**Reaching the linear tail.** For small $y$, substitute $t^2=2u$:

$$I(y)=2^{-11/10}\int_{y^2/2}^\infty u^{-11/10}(1+u)^{-3/5}du.$$

Integrate by parts, with $u_0=y^2/2$. The integral becomes

$$10u_0^{-1/10}(1+u_0)^{-3/5}-6\int_{u_0}^\infty u^{-1/10}(1+u)^{-8/5}du.$$

As $u_0\to0$, the last integral tends to $\Gamma(\tfrac9{10})\Gamma(\tfrac7{10})/\Gamma(\tfrac85)$. Using $\Gamma(\tfrac9{10})=-\tfrac1{10}\Gamma(-\tfrac1{10})$ and $\Gamma(\tfrac85)=\tfrac35\Gamma(\tfrac35)$,

$$I(y)\to5y^{-1/5}+k,\qquad
k=2^{-11/10}\frac{\Gamma(-\frac1{10})\Gamma(\frac7{10})}{\Gamma(\frac35)}=-4.3455.$$

Equation (9) then gives $5Ly^{-1/5}=z+d_{\rm far}$, with

$$d_{\rm far}=L\,[I(y_0)-k],\qquad n\to n_*\left(\frac{5L}{z+d_{\rm far}}\right)^6. \tag{11}$$

The amplitude agrees with (7): $5^6n_*L^6=5^6D_*^6/n_*^5$, and $n_*^5=\tfrac{125}{64}a^3C^2D_*^6$, which leaves $8000/(a^3C^2)$. The core affects the distant density through the offset alone. As $N$ grows, $I(y_0)\to0$ and the offset tends to $4.35L$.

## Numbers for a cold SrTiO$_3$ model

The parameters are round values of the size suited to cold SrTiO$_3$: $\kappa=20000$, $b=7\times10^9$ V m$^5$/C$^3$, $m=2m_e$ and $N=3$ nm$^{-2}$ ($3\times10^{14}$ cm$^{-2}$). In working units, $a=9.05\times10^{-4}$ V nm, $b=0.0288$ V nm$^5$ and $C=12.8$ eV$^{-3/2}$ nm$^{-3}$. Equation (5) gives $K=1.515$ nm$^{-9/7}$, and then

$$d=\left(\frac{7\times1.515}{5\times3}\right)^{7/5}=0.616\ {\rm nm},\qquad
n(0)=\frac{5\times3}{7\times0.616}=3.48\ {\rm nm^{-3}}.$$

The full solution has 3.50 nm$^{-3}$ at the face, or $3.5\times10^{21}$ cm$^{-3}$, with a Fermi energy of 0.42 eV. A linear dielectric with the same $N$ would have $d_1=85$ nm and a surface density of only 0.18 nm$^{-3}$. The cubic term raises the surface density about twentyfold.

The crossover values are $D_*=\sqrt{9.05\times10^{-4}/0.0288}=0.177$ nm$^{-2}$ and $L=0.1773/0.005942=29.8$ nm. Hence $y_0=16.9$, well inside the cubic regime, and $d$ is about fifty times smaller than $L$. The far offset is $29.8\,(0.021+4.346)=130$ nm.

In the table, $p=-d\ln n/d\ln(z+d)$ with the cubic $d$, and $q=|d(1/k_F)/dz|$.

| $z$ (nm) | $n$ (nm$^{-3}$) | $n$/law (5) | $p$ | $q$ |
|---:|---:|---:|---:|---:|
| 0 | 3.50 | 1.00 | 1.72 | 0.20 |
| 3 | 0.170 | 1.02 | 1.69 | 0.091 |
| 10 | 0.0281 | 1.06 | 1.64 | 0.055 |
| 30 | 0.00500 | 1.16 | 1.67 | 0.034 |
| 100 | $4.4\times10^{-4}$ | 0.79 | 2.65 | 0.037 |
| 300 | $1.0\times10^{-5}$ | 0.12 | 4.19 | 0.069 |
| 1000 | $3.1\times10^{-8}$ | 0.003 | 5.31 | 0.18 |

The exponent starts within 0.1% of $12/7=1.714$ and has fallen to 1.64 at 10 nm. This is the slower fall predicted by (10). The excess over law (5) peaks at 17% near 35 nm; beyond about 147 nm the law is more than twice too large.

The tail law (11), with its offset, already matches the density within 1% at 100 nm, but the exponent measured against $z+d$ approaches 6 only late because the offset is large. From (11), the tail has $p\simeq6(z+d)/(z+d_{\rm far})$. At 1000 nm this is $6\times1000.6/1130.3=5.31$, as tabulated. A single power of $z$ fitted between 100 and 300 nm returns an exponent of about 3.4. This is not a third law: the density there follows (11), and the apparent exponent comes from leaving out the 130 nm offset.

## The mean depth explained

With the linear term present, $zD(z)\to0$ at zero temperature, and the mean depth is

$$\langle z\rangle=\frac1N\int_0^\infty D\,dz=\frac1N\int_0^N\frac{D\,dD}{n(D)}
=\frac{LD_*}{N}\int_0^{y_0}\frac{y\,dy}{(y^2+y^4/2)^{3/5}}.$$

The integrand behaves as $y^{-1/5}$ at small $y$ and as $y^{-7/5}$ at large $y$, so the integral stays finite at both ends. For very large $N$ the mean therefore falls as $1/N$, while the median falls faster, as $N^{-7/5}$. The ratio of mean to median therefore grows as $N^{2/5}$ in that limit. The approach is slow: the local exponent is 0.53 at the $N$ of the example and still 0.45 at ten times that value.

In the example the prefactor is $29.8\times0.177/3=1.76$ nm and the mean is 5.8 nm. The median is 1.0 nm, close to the cubic estimate $1.64\times0.616=1.01$ nm. About 12% of the electrons lie deeper than 10 nm. The median measures the core, whereas the mean also depends on the crossover length $L$, and hence on $\kappa$.

## Numerical tests

Equations (3) were integrated without using the balance (4) or any power law. The integration starts at the back face of a very thick film, with $D=0$ and a tiny $\epsilon$, and runs towards the charged face until $D=N$. The film obeys (4) apart from a constant, the small pressure at the back; this becomes negligible as the pressure rises inward.

The resulting densities agree with the cubic law (two values of $N$, depths to 60 nm), the linear law (to 500 nm) and the combined solution (to 1000 nm) within one part in $10^6$. The tail (11) agrees at 1000 nm within one part in $10^5$, as does the mean depth. At $N=0.1D_*$ the surface density exceeds the linear law by 0.3%, which confirms that a dilute layer has no 12/7 region.

The divergence of the cubic mean was tested too. In a cubic film, thickness scales as the $-7/8$ power of the back-face Fermi energy. Reducing that energy by 100 at each step should multiply successive increments of the mean by $(100^{7/8})^{2/7}=100^{1/4}=3.162$. The integration gives 3.162.

## Where the model fails

**Variation over a wavelength.** Thomas-Fermi theory needs $q\ll1$. Since $1/k_F\propto\epsilon^{-1/2}$, the cubic core has $1/k_F\propto(z+d)^{4/7}$ and $q\propto(z+d)^{-3/7}$: the approximation improves with depth. In the linear tail $1/k_F\propto(z+d_{\rm far})^2$, so $q$ grows linearly and the approximation finally fails. The table shows both trends. At the face $q=0.20$ is only moderately small. There the model also misses the vanishing of the wave functions at a hard wall and the separate subbands, so the density within the first few nanometres, and with it the median depth, is an estimate. Solving the Schrödinger equation self-consistently for the same band and lattice law, with a hard wall at $z=0$, moves the median from 1.0 to about 1.24 nm and lowers the peak density to about 2.1 nm$^{-3}$, reached near 0.5 nm. The density at 10 and 30 nm changes by only about 2%.

**Temperature.** The gas must be degenerate. At 4 K, $k_BT=0.34$ meV, and in the zero-temperature solution $\epsilon$ falls to this value at 174 nm, where $p$ is still 3.45. Much farther out the gas is classical, with pressure $nk_BT$. Balance with the linear field energy gives $n=aD^2/2k_BT$, and Gauss's law then leads to $D\simeq2k_BT/(az)$ and $n\propto z^{-2}$. In this example the slower thermal tail takes over not far beyond the depth where (11) sets in. At 4 K the density is about 5% lower than tabulated at 100 nm, 1.6 times higher at 300 nm and about 30 times higher at 1000 nm, so the last two rows of the table hold only at zero temperature. The thermal tail also makes the mean depth grow as the logarithm of the crystal thickness; it rises by $2k_BT/(aN)=0.25$ nm for each factor $e$ in thickness. The value 5.8 nm is the zero-temperature one; at 4 K a crystal 0.5 mm thick has a mean depth of about 7.9 nm, while the median stays at 1.0 nm. The 12/7 region is safer: at 30 nm, $\epsilon=(0.00500/12.8)^{2/3}$ eV $=5.3$ meV, about fifteen times $k_BT$.

**Lattice response.** The surface field is 0.78 V/nm. Retaining $\varepsilon_0E$ in $D$ lowers the surface density by 1.7% relative to the result with $P=D$. Higher powers of $D$ and the energy cost of polarization gradients are also neglected; at the face $D=0.48$ C/m$^2$ and $E=7.8$ MV/cm, so they need not be small. For illustration, a term $cD^5$ with $c=10^{10}$ V m$^9$/C$^5$ would raise the surface density by 13% and lower the median by 6%. Since $d=0.62$ nm is less than two lattice spacings of SrTiO$_3$ (0.39 nm each), a local, continuous response is itself an idealization near the face.

**Electrons and impurities.** Exchange, correlation and the anisotropy of the several conduction bands are left out. At the face the density is 0.21 electrons per unit cell and $k_F$ of the single model band is 58% of the distance to the zone boundary, so the parabolic form is also doubtful there. Bulk donors or traps would alter the tail once their density is comparable with $n(z)$. The exponent $12/7$ thus belongs to a definite window: a degenerate gas with a parabolic band, slowly varying on the scale of $1/k_F$, in a lattice whose response is local and mainly cubic.

## Values computed for the example and the checks

```
linear relative permittivity kappa = 20000
cubic coefficient b = 7.0e+09 V m^5/C^3
mass = 2.0 electron masses
areal density N = 3.00 nm^-2 = 3.0e+14 cm^-2
a = 9.0476e-04 V nm/e
b = 2.8789e-02 V nm^5/e^3
C = 12.845 eV^-1.5 nm^-3
K = 1.5154 nm^(-9/7)
cubic offset d = 0.6157 nm
cubic offset d at N = 1.5 nm^-2: 1.6247 nm
cubic-law surface density = 3.481 nm^-3
full surface density = 3.495 nm^-3 = 3.50e+21 cm^-3
surface Fermi energy = 0.4199 eV
surface field = 0.780 V/nm
crossover D* = 0.1773 e/nm^2 (N* = 1.77e+13 cm^-2)
y0 = N/D* = 16.92 (dimensionless)
crossover density n* = 5.942e-03 nm^-3
crossover length L = 29.83 nm
I(y0) = 0.02060, matching constant k = -4.3455
far offset d_far = 130.3 nm
z (nm) | n (nm^-3) | n/cubic law | local exponent | |d(1/kF)/dz|
     0 | 3.495e+00 | 1.0042 | 1.715 | 0.1978
     1 | 6.698e-01 | 1.0060 | 1.709 | 0.1302
     3 | 1.699e-01 | 1.0155 | 1.694 | 0.0912
    10 | 2.806e-02 | 1.0625 | 1.643 | 0.0549
    30 | 4.999e-03 | 1.1632 | 1.665 | 0.0343
   100 | 4.422e-04 | 0.7910 | 2.650 | 0.0373
   300 | 1.032e-05 | 0.1205 | 4.192 | 0.0690
  1000 | 3.140e-08 | 0.0029 | 5.312 | 0.1813
largest n/cubic law = 1.168 at z = 35.3 nm
cubic law twice too large at z = 147 nm
median depth = 0.999 nm
mean depth = 5.80 nm
fraction of electrons beyond 10 nm = 0.1219
kT at 4 K = 0.3447 meV
depth where eps = kT: 174 nm
local exponent at that depth = 3.45
linear dielectric, same N: offset = 84.72 nm
linear dielectric, same N: surface density = 0.1771 nm^-3
N = 0.1 D*: surface density / linear law = 1.0030
change of surface density from vacuum term = -1.66 %
cubic film, growth of mean-depth increments = 3.1623 (100^(1/4) = 3.1623)
```
